# Terms of np² n′p from their parents, and what parent labels mean

## Problem

An atom has two equivalent electrons in an $np$ shell and a third in a different shell $n'p$, $n'\neq n$. All other shells are closed. Spin-orbit coupling is neglected, so the total $L$ and $S$ are good quantum numbers.

1. Count the states of the configuration $np^2\,n'p$.
2. The term of the two $np$ electrons, $^3P$, $^1D$ or $^1S$, is called the parent. Couple the outer electron to each parent, list all terms with their parent labels, and check the number of states.
3. Confirm the list by a count that makes no use of parents.
4. Which of these terms survive if the third electron enters the same $np$ shell?
5. Let the parents have energies $0$, $1.2$ and $3.0$ eV in the order given, and let the outer electron interact with the core through the monopole part of the exchange interaction, of strength $K$. Find the energies and the parent content of the terms for $K=0.1$ eV and $K=0.4$ eV. Which parent labels remain exact?

## Solution

### 1. The number of states

A $p$ shell has six spin orbitals: $m=1,0,-1$, each with spin up or down. Two equivalent electrons occupy two different ones, and exchanging them gives no new state, so the core has

$$\binom{6}{2}=\frac{6\cdot5}{2}=15$$

states. The outer electron has six spin orbitals. Since $n'\neq n$, all are orthogonal to the core orbitals, and the Pauli principle blocks none of them. The configuration therefore has $15\times6=90$ states.

### 2. Coupling to the parents

**The parents.** Two $p$ electrons can have $L_c=2,1,0$. The state with $L_c=2$, $M=2$ has both electrons in $m=1$ and is symmetric under exchange of the orbital coordinates. The lowering operator $l_{1-}+l_{2-}$ is itself symmetric, so all of $L_c=2$ is symmetric. At $M=1$ the remaining combination of $m=1$ and $m=0$ is antisymmetric; it belongs to $L_c=1$. At $M=0$ there are two symmetric combinations and one antisymmetric one. $L_c=2$ takes a symmetric one and $L_c=1$ the antisymmetric one, so $L_c=0$ is symmetric.

The complete state must be antisymmetric. Symmetric orbital parts thus go with the spin singlet and the antisymmetric part with the triplet: $^1D$, $^3P$, $^1S$. A term has $(2S+1)(2L+1)$ states, and $5+9+1=15$, as required.

**Why ordinary vector addition is enough.** Take a core state and an outer spin orbital and antisymmetrize their product. Different products give different, orthogonal states, because one electron is always marked by its radial function. The operators $\mathbf L$ and $\mathbf S$ are sums over electrons that leave the radial functions alone, so they act on the antisymmetrized state just as on the product. Antisymmetrization removes nothing, and

$$L=|L_c-1|,\dots,L_c+1,\qquad S=|S_c-\tfrac12|,\dots,S_c+\tfrac12 .$$

**Parent $^3P$.** From $L_c=1$ follow $L=0,1,2$, and from $S_c=1$ follow $S=\tfrac32,\tfrac12$. Every $L$ combines with every $S$.

**Parent $^1D$.** From $L_c=2$ follow $L=1,2,3$, and from $S_c=0$ follows $S=\tfrac12$.

**Parent $^1S$.** Here $L=1$ and $S=\tfrac12$.

| Parent | Terms | States |
|---|---|---|
| $^3P$ | $^4S,{}^4P,{}^4D,{}^2S,{}^2P,{}^2D$ | $4+12+20+2+6+10=54$ |
| $^1D$ | $^2P,{}^2D,{}^2F$ | $6+10+14=30$ |
| $^1S$ | $^2P$ | $6$ |

Each parent must give six times its own number of states: $6\cdot9=54$, $6\cdot5=30$, $6\cdot1=6$. The total is $54+30+6=90$.

There are ten terms. $^2P$ occurs three times and $^2D$ twice; the other five occur once. A repeated term needs its parent as an extra label, written for example $(^1D)\,{}^2P$.

### 3. A count without parents

The total of 90 would not by itself expose every error in the list, so we count the states at each $M_L$ and $M_S$. By symmetry $M_L\ge0$ and $M_S>0$ suffice.

For $M_S=\tfrac32$ all spins are up. The two core electrons then have different $m$, and their sum is $1$, $0$ or $-1$, once each. Adding the outer $m=1,0,-1$ gives $1,2,3$ states at $M_L=2,1,0$.

For $M_S=\tfrac12$ there are two possibilities.

- Both core spins are up and the outer spin is down. The orbital count is as before: $1,2,3$ states at $M_L=2,1,0$.
- The core spins are opposite and the outer spin is up. The two core values of $m$ are now independent, and their sum takes the values $2,1,0,-1,-2$ in $1,2,3,2,1$ ways. Adding the outer $m$ gives $1$ state at $M_L=3$, $1+2=3$ at $M_L=2$, $1+2+3=6$ at $M_L=1$, and $2+3+2=7$ at $M_L=0$.

| $M_L$ | 3 | 2 | 1 | 0 |
|---|---|---|---|---|
| $M_S=3/2$ | 0 | 1 | 2 | 3 |
| $M_S=1/2$ | 1 | 4 | 8 | 10 |

A term with quantum number $L$ puts one state in each column with $M_L\le L$. The number of terms with a given $L$ is therefore the entry at $M_L=L$ minus the entry at $M_L=L+1$. The first row gives one $^4D$, one $^4P$ and one $^4S$.

These quartets also have states with $M_S=\tfrac12$. Subtracting the first row from the second leaves $1,3,6,7$ for the doublets. The differences are $1$, $3-1=2$, $6-3=3$ and $7-6=1$: one $^2F$, two $^2D$, three $^2P$ and one $^2S$. This is the list found from the parents.

The last cell of the table gives a quick check. Here every $L$ is an integer and every $S$ a half-integer, so each term has one state with $M_L=0$, $M_S=\tfrac12$. The cell holds ten states, so there must be ten terms. The individual states counted there are in general mixtures of several terms; only the numbers agree.

### 4. Three equivalent electrons

If the third electron enters the $np$ shell, only

$$\binom{6}{3}=\frac{6\cdot5\cdot4}{3\cdot2}=20$$

states exist. With all spins up, the three electrons fill $m=1,0,-1$: a single state with $M_L=0$, hence $^4S$. For $M_S=\tfrac12$, two up electrons contribute $1,0,-1$ and the down electron adds its own $m$, which gives $1,2,3$ states at $M_L=2,1,0$. Removing the $^4S$ state leaves $1,2,2$, hence one $^2D$, one $^2P$ and no $^2S$.

The terms of $np^3$ are $^4S$, $^2D$ and $^2P$, with $4+10+6=20$ states. Coupling an equivalent electron to the parents by vector addition would overcount by 70 states.

### 5. How far the parent label can be trusted

The count holds whatever the interaction. The parent label says more: it claims that the core pair has definite $L_c$ and $S_c$. The repulsion between core and outer electron conserves the total $L$ and $S$, but it need not conserve those of the core.

**The model.** Let $a_i^\dagger$ create an $np$ electron and $b_i^\dagger$ an $n'p$ electron, where $i$ stands for $m$ and the spin. The monopole part of the electron repulsion is, in atomic units, $1/r_>$, with $r_>$ the larger of the two radii. It does not act on angles or spins. In an exchange matrix element electron 1 goes from $b_i$ to $a_{i'}$ and electron 2 from $a_j$ to $b_{j'}$; this requires $i'=i$ and $j'=j$. With radial functions $P_a(r)$ and $P_b(r)$, the exchange operator is

$$KX,\qquad X=\sum_{ij}a_i^\dagger b_j^\dagger a_j b_i,$$

$$K=\iint P_a(r_1)P_b(r_2)\frac{1}{r_>}P_b(r_1)P_a(r_2)\,dr_1dr_2 .$$

The factor $\tfrac12$ of the two-electron interaction has cancelled against the equal term with electrons 1 and 2 interchanged. The model Hamiltonian is the parent energy $E_c$ plus $KX$. The monopole direct term shifts all 90 states equally and is dropped. Quadrupole terms, spin-orbit coupling and other configurations are left out, so the energies below illustrate the mixing and do not describe a particular atom.

**Eigenvalues of the exchange.** Define $T=\sum_i a_i^\dagger b_i$, which moves the outer electron into the core shell without changing $m$ or spin. Using $a_ia_j^\dagger=\delta_{ij}-a_j^\dagger a_i$,

$$T^\dagger T=\sum_{ij}b_i^\dagger a_ia_j^\dagger b_j=\sum_i b_i^\dagger b_i-\sum_{ij}b_i^\dagger a_j^\dagger a_ib_j .$$

The first sum counts the outer electrons and equals 1. In the second, $b_i^\dagger a_j^\dagger=-a_j^\dagger b_i^\dagger$ turns the minus sign into a plus, and renaming $i\leftrightarrow j$ gives $X$. Hence

$$X=T^\dagger T-1 .$$

Now let $\phi$ be a normalized state of $np^3$. It has no outer electron, so

$$TT^\dagger\phi=\sum_{ij}a_j^\dagger b_jb_i^\dagger a_i\phi=\sum_i a_i^\dagger a_i\phi=3\phi .$$

It follows that $T^\dagger T\,(T^\dagger\phi)=3\,T^\dagger\phi$, and that $T^\dagger\phi$ has squared norm 3. The 20 orthogonal states $\phi$ thus give 20 orthogonal states of our configuration with $X=3-1=2$. A state $\psi$ orthogonal to all of them satisfies $\langle\phi|T\psi\rangle=0$ for every $\phi$, so $T\psi=0$ and $X=-1$. The exchange energy is $+2K$ for 20 states and $-K$ for the other 70.

The 20 states are the $np^3$ functions of angle and spin with one radial function replaced. Because $T$ conserves $L$ and $S$, they form one $^4S$, one $^2D$ and one $^2P$. Their angle-spin part is antisymmetric, so their radial part is symmetric, and each of the two core electrons contributes $+K$. In this model the $^4S$ term is therefore raised by exchange, although its spins can all be parallel.

**Terms that occur once.** An interaction that conserves $L$ and $S$ has no second term to mix them with. Within the configuration their parent is exact, whatever the strength of the interaction. In the model,

$$E(^4S)=2K,\qquad E(^4P)=E(^4D)=E(^2S)=-K,\qquad E(^2F)=1.2\ \text{eV}-K .$$

**Parent weights of the $np^3$-like states.** For $^2D$ and $^2P$ we need the probabilities $w_c$ that the core pair of $T^\dagger\phi$ is in parent $c$. In $T^\dagger\phi$ the outer radial function sits on electron 1, 2 or 3, and the other two electrons form the core. Since $\phi$ is antisymmetric, all its pairs are alike, so $w_c$ is the probability of finding any one pair of $\phi$ in term $c$.

For the spins, squaring $\mathbf S=\mathbf s_1+\mathbf s_2+\mathbf s_3$ gives $S(S+1)=3\cdot\tfrac34+2\cdot3\,\langle\mathbf s_1\cdot\mathbf s_2\rangle$, or

$$\langle\mathbf s_1\cdot\mathbf s_2\rangle=\frac{S(S+1)-9/4}{6}=-\frac14\quad\text{for }S=\tfrac12 .$$

This product is $\tfrac14$ in a triplet and $-\tfrac34$ in a singlet, so its mean is $w(^3P)-\tfrac34$. Hence $w(^3P)=\tfrac12$ for both doublets.

For the orbital momenta, in the same way, $L(L+1)=3\cdot2+6\,\langle\mathbf l_1\cdot\mathbf l_2\rangle$. In a pair, $\mathbf l_1\cdot\mathbf l_2=\tfrac12[L_c(L_c+1)-4]$, which is $-1$, $1$, $-2$ for $^3P$, $^1D$, $^1S$. Therefore

$$-\tfrac12+w(^1D)-2w(^1S)=\frac{L(L+1)-6}{6},\qquad w(^1D)+w(^1S)=\tfrac12 .$$

- For $^2D$ the right side of the first equation is $0$. Then $w(^1D)=\tfrac12$ and $w(^1S)=0$, as it must be, since $^1S$ has no $^2D$ descendant.
- For $^2P$ it is $-\tfrac23$, so $w(^1D)-2w(^1S)=-\tfrac16$. Subtracting this from the second equation gives $3w(^1S)=\tfrac23$, hence $w(^1S)=\tfrac29$ and $w(^1D)=\tfrac5{18}$.

**The two $^2D$ terms.** Write the normalized $np^3$-like state as $\sum_c v_c|c\rangle$ with $v_c^2=w_c$. Within one kind of term, $T^\dagger T$ is 3 times the projector on this state, so

$$H_{cc'}=E_c\,\delta_{cc'}+K(3v_cv_{c'}-\delta_{cc'}) .$$

For $^2D$, with $\Delta=1.2$ eV the distance from $^3P$ to $^1D$, the diagonal elements are $\tfrac12K$ and $\Delta+\tfrac12K$, and the off-diagonal element is $V=\pm\tfrac32K$. The eigenvalues are

$$E_\mp=\frac K2+\frac{\Delta\mp R}{2},\qquad R=\sqrt{\Delta^2+9K^2}.$$

For the lower state put $\lambda=\tfrac12(\Delta-R)$. The first row of the eigenvalue equation gives the amplitude ratio $x(^1D)/x(^3P)=\lambda/V$, and the characteristic equation gives $V^2=\lambda^2-\Delta\lambda$. The weight of $^1D$ is then

$$\frac{\lambda^2}{\lambda^2+V^2}=\frac{\lambda}{2\lambda-\Delta}=\frac{-\lambda}{R}=\frac12\left(1-\frac{\Delta}{R}\right).$$

For $K=0.1$ eV, $R=\sqrt{1.44+0.09}=1.237$ eV. The energies are $0.032$ and $1.268$ eV, and the minority parent has a weight of 1.5%. For $K=0.4$ eV, $R=\sqrt{1.44+1.44}=1.697$ eV; the energies are $-0.049$ and $1.649$ eV, and the minority weight is 14.6%.

For $3K\ll\Delta$ the minority weight tends to $9K^2/4\Delta^2$, so the label becomes good quadratically in $K/\Delta$. For $3K\gg\Delta$ it tends to $\tfrac12$. The states are then sorted by whether they are $np^3$-like, and a single parent no longer describes them.

**The three $^2P$ terms.** With $s=\sum_c v_cx_c$, the eigenvalue equation reads $(E+K-E_c)\,x_c=3Kv_cs$. Here $s$ cannot vanish: the three $E_c$ differ, so $s=0$ would leave a single nonzero $x_c$, and then $s=v_cx_c\neq0$. Dividing, multiplying by $v_c$ and summing gives

$$3K\sum_c\frac{w_c}{E+K-E_c}=1,\qquad x_c^2\propto\frac{w_c}{(E+K-E_c)^2}.$$

For $K=0.1$ eV the lowest root is $E=0.0362$ eV. Inserted, it gives

$$0.3\left(\frac{0.5}{0.1362}-\frac{0.2778}{1.0638}-\frac{0.2222}{2.8638}\right)=1.000 .$$

| $K$ (eV) | $E(^2P)$ (eV) | Weights of $^3P,{}^1D,{}^1S$ |
|---|---|---|
| 0.1 | 0.036 | 0.990, 0.009, 0.001 |
| 0.1 | 1.190 | 0.009, 0.989, 0.002 |
| 0.1 | 2.974 | 0.001, 0.002, 0.997 |
| 0.4 | −0.004 | 0.874, 0.117, 0.009 |
| 0.4 | 1.207 | 0.098, 0.845, 0.058 |
| 0.4 | 2.997 | 0.029, 0.038, 0.933 |

The trace of the matrix is $\sum_cE_c+K(3-3)=4.2$ eV for any $K$, and the three energies add up to this value in both cases.

**Reading the numbers.** At $K=0.1$ eV every term has at least 98% of one parent, and the labels of part 2 describe the states well. At $K=0.4$ eV the repeated terms still have a dominant parent, but up to about 16% of their weight lies elsewhere. The five single terms keep weight 1 in both cases.

At $K=0.4$ eV the $^4S$ and $^2F$ energies coincide at $0.8$ eV, because $2K=\Delta-K$ when $K=\Delta/3$. They do not mix, since they differ in $L$ and $S$. The equal energies of $^4P$, $^4D$ and $^2S$ follow from keeping only the monopole exchange.

The integral for $K$ contains the product $P_aP_b$ twice. The two radial functions are orthogonal, but when they also occupy largely different regions of space this product is small everywhere, $K$ is small, and the monopole exchange mixes the parents little. Small $K$ alone does not guarantee good labels. The direct quadrupole term, left out of the model, depends on $P_a^2$ and $P_b^2$ and needs no shared region. It conserves $S_c$ but mixes $(^1D)\,{}^2P$ with $(^1S)\,{}^2P$, and for these two terms it can matter as much as $K$ or more. Spin-orbit coupling, which mixes terms of different $L$ and $S$, or mixing with other configurations can spoil even the labels of the single terms. The count of 90 states is unaffected, because it rests on the configuration alone.

## Calculated quantities

```
core microstates: 15; outer spin orbitals: 6
determinants of np^2 n'p: 90
parent 3P, terms (states): 4S (4), 4P (12), 4D (20), 2S (2), 2P (6), 2D (10)
  states with parent 3P: 54
parent 1D, terms (states): 2P (6), 2D (10), 2F (14)
  states with parent 1D: 30
parent 1S, terms (states): 2P (6)
  states with parent 1S: 6
sum over parents: 90 states
terms from M_L, M_S table: 4D x1, 4P x1, 4S x1, 2F x1, 2D x2, 2P x3, 2S x1
number of terms: 10
microstates with M_L=0, M_S=1/2: 10
equivalent p^3: 20 states, terms 4S, 2D, 2P
exchange +2K: 20 states; exchange -K: 70 states
p^3 4S pair weights: 3P 1.0000, 1D 0.0000, 1S 0.0000
p^3 2D pair weights: 3P 0.5000, 1D 0.5000, 1S 0.0000
p^3 2P pair weights: 3P 0.5000, 1D 0.2778, 1S 0.2222
parent energies (eV): 3P 0.0, 1D 1.2, 1S 3.0
K = 0.1 eV: term, energy (eV), weights of 3P, 1D, 1S
  2S  -0.1000   1.0000  0.0000  0.0000
  4P  -0.1000   1.0000  0.0000  0.0000
  4D  -0.1000   1.0000  0.0000  0.0000
  2D   0.0315   0.9851  0.0149  0.0000
  2P   0.0362   0.9900  0.0090  0.0010
  4S   0.2000   1.0000  0.0000  0.0000
  2F   1.1000   0.0000  1.0000  0.0000
  2P   1.1903   0.0087  0.9891  0.0022
  2D   1.2685   0.0149  0.9851  0.0000
  2P   2.9735   0.0013  0.0019  0.9968
  minority parent weight in 2D: 0.0149
K = 0.4 eV: term, energy (eV), weights of 3P, 1D, 1S
  2S  -0.4000   1.0000  0.0000  0.0000
  4P  -0.4000   1.0000  0.0000  0.0000
  4D  -0.4000   1.0000  0.0000  0.0000
  2D  -0.0485   0.8536  0.1464  0.0000
  2P  -0.0044   0.8737  0.1174  0.0090
  2F   0.8000   0.0000  1.0000  0.0000
  4S   0.8000   1.0000  0.0000  0.0000
  2P   1.2074   0.0976  0.8445  0.0578
  2D   1.6485   0.1464  0.8536  0.0000
  2P   2.9970   0.0287  0.0381  0.9332
  minority parent weight in 2D: 0.1464
```
